# Energy relaxation time of hot electrons from a steady power balance

## The problem

Electrons in a wide-gap semiconductor drift steadily in a uniform field. The data are

- electron temperature $T_e=2000$ K,
- lattice temperature $T_L=300$ K,
- field $F=100$ kV/cm,
- drift velocity $v=1.5\times10^7$ cm/s.

The electrons move in three dimensions, are nondegenerate, and have a parabolic band. Find their energy relaxation time $\tau_E$, neglecting the kinetic energy of the drift itself. Then judge how many digits of the answer deserve trust.

Here $F$ and $v$ are magnitudes along the force on the electron, $e$ is the positive elementary charge and $k$ is Boltzmann's constant. The time is defined by

$$
\text{power lost per electron}=\frac{\langle w\rangle-w_L}{\tau_E},
$$

where $\langle w\rangle$ is the mean electron energy and $w_L$ its value in equilibrium with the lattice.

## A tempting solution

The field does work on each electron at the mean rate $eFv$. In a steady state the lattice removes energy at the same rate. The thermal energy at temperature $T$ is $kT$, so the excess energy is $k(T_e-T_L)$, and

$$
\tau=\frac{k(T_e-T_L)}{eFv}
=\frac{(8.617\times10^{-5}\ \text{eV/K})(1700\ \text{K})}{1.5\times10^{12}\ \text{eV/s}}
=0.098\ \text{ps}.
$$

The units are right and the size is plausible, but the answer is wrong for these electrons.

## Where it fails

The power balance is sound. The fault lies in the words "the thermal energy is $kT$". The quantity $kT$ sets the scale of the Boltzmann factor $e^{-w/kT}$. The mean energy also depends on how many states there are at each energy, and hence on the dimension.

In three dimensions the number of states in a momentum shell is proportional to $p^2\,dp$. With $w=p^2/2m$ we have $p=\sqrt{2mw}$ and $dp=\sqrt{m/(2w)}\,dw$, so

$$
p^2\,dp=2mw\sqrt{\frac{m}{2w}}\,dw=\sqrt2\,m^{3/2}\sqrt w\,dw .
$$

The density of states therefore grows as $\sqrt w$. Nondegenerate electrons fill these states with weight $e^{-w/kT}$. Setting $x=w/kT$,

$$
\frac{\langle w\rangle}{kT}
=\frac{\int_0^\infty x^{3/2}e^{-x}dx}{\int_0^\infty x^{1/2}e^{-x}dx}=\frac32 .
$$

The last step is an integration by parts: the numerator equals $\left[-x^{3/2}e^{-x}\right]_0^\infty+\frac32\int_0^\infty x^{1/2}e^{-x}dx$, and the boundary term vanishes.

In two dimensions the shell is $p\,dp=m\,dw$, the density of states is constant, and the same calculation gives $\langle w\rangle=kT$. The tempting solution thus treats a two-dimensional electron gas in a single subband. Its result is two thirds of the one required here.

## The right solution

Between collisions the momentum of an electron with velocity $\mathbf u$ changes at the rate $d\mathbf p/dt=\mathbf f$, where the force $\mathbf f$ has magnitude $eF$. Its energy changes at the rate $\mathbf u\cdot\mathbf f$. Averaged over all electrons this is $eFv$, since the mean of $\mathbf u$ is the drift velocity. With the definition of $\tau_E$,

$$
\frac{d\langle w\rangle}{dt}=eFv-\frac{\langle w\rangle-w_L}{\tau_E}.
$$

In the steady state the left side is zero. With $\langle w\rangle=\frac32kT_e$ and $w_L=\frac32kT_L$,

$$
\boxed{\tau_E=\frac{\tfrac32k(T_e-T_L)}{eFv}}
$$

The excess energy is

$$
\tfrac32(8.617\times10^{-5}\ \text{eV/K})(1700\ \text{K})=0.2197\ \text{eV}.
$$

For the power, centimetres cancel between field and velocity, and one elementary charge times one volt is one electronvolt:

$$
eFv=e\,(10^5\ \text{V/cm})(1.5\times10^7\ \text{cm/s})=1.5\times10^{12}\ \text{eV/s}.
$$

Hence

$$
\tau_E=\frac{0.2197\ \text{eV}}{1.5\times10^{12}\ \text{eV/s}}
=1.465\times10^{-13}\ \text{s}=0.1465\ \text{ps}.
$$

During this time an electron drifts on average $v\tau_E=22$ nm. The flow of energy with the electrons and heat conduction stretch the distance over which the temperature adjusts. A moment estimate with constant $\tau_E$ gives 40 to 50 nm. The collision model simulated below, followed in space from a cold source, approaches its final temperature over 50 to 70 nm, and a small-disturbance time longer than $\tau_E$ (see below) stretches the distance further. The balance used here is local, so the field must be nearly uniform over a region much longer than that.

## The energy of the drift

The temperature describes the spread of velocities about the drift. Write $\mathbf u=\mathbf v+\mathbf c$ with $\langle\mathbf c\rangle=0$. Then

$$
\tfrac12m\langle u^2\rangle
=\tfrac12mv^2+m\mathbf v\cdot\langle\mathbf c\rangle+\tfrac12m\langle c^2\rangle
=\tfrac12mv^2+\tfrac32kT_e .
$$

The cross term vanishes, and the last term defines $T_e$. Keeping the drift energy adds to the inferred time

$$
\Delta\tau=\frac{\tfrac12mv^2}{eFv}=\frac{mv}{2eF}=\frac{\tau_m}{2},
\qquad \tau_m=\frac{mv}{eF}.
$$

Here $\tau_m$ is the momentum relaxation time, since the steady momentum balance reads $eF=mv/\tau_m$. For a mass $m=0.2\,m_0$, where $m_0$ is the free-electron mass, $\tau_m=17$ fs. The correction is about 8.5 fs and raises the answer to 0.155 ps. It is small because momentum relaxes much faster than energy.

A Monte Carlo simulation tests this accounting. It used the same field, mass and lattice temperature, and two kinds of collision. Elastic collisions, with a mean time of 0.020 ps, gave the velocity a random direction. Collisions with a mean time of 0.150 ps returned the electron to the lattice's thermal distribution, so that the true energy relaxation time was 0.150 ps. The simulated electrons settled at 1998 K and $1.55\times10^7$ cm/s. The formula without drift energy then gave 0.1416 ps, and with drift energy 0.1504 ps. The difference, 8.8 fs, is half the momentum relaxation time set by the two collision rates together,

$$
\frac12\,\frac{0.150\times0.020}{0.150+0.020}\ \text{ps}=8.8\ \text{fs}.
$$

This confirms the energy accounting. It says nothing about the collision rates of a real material.

## How errors in the data enter

Taking the logarithm of the boxed formula and differentiating at fixed $T_L$ gives

$$
\frac{d\tau_E}{\tau_E}=\frac{dT_e}{T_e-T_L}-\frac{dF}{F}-\frac{dv}{v}.
$$

A relative error in $T_e$ is multiplied by $T_e/(T_e-T_L)=2000/1700=1.18$. If $T_e$, $F$ and $v$ each carry an independent error of 10%, the result is uncertain by

$$
\sqrt{11.8^2+10^2+10^2}\,\%=18\% ,
$$

or about 0.03 ps.

The weak-field limit shows when the method becomes poor. If the mobility $\mu=v/F$ and $\tau_E$ are constant there, the formula gives $T_e-T_L=2e\mu F^2\tau_E/(3k)$. The heating vanishes as $F^2$, while the factor $T_e/(T_e-T_L)$ grows without bound. A small error in $T_e$ then ruins the inferred time.

## What kind of time this is

Let $P(T)$ be the power lost per electron at electron temperature $T$, with the lattice held at $T_L$. Neglecting drift energy again,

$$
\tfrac32k\frac{dT}{dt}=eFv-P(T).
$$

The steady state fixes one value, $P(T_e)=eFv$. If the field is suddenly removed, cooling therefore starts at the rate

$$
\frac{dT}{dt}=-\frac{P(T_e)}{\frac32k}=-\frac{T_e-T_L}{\tau_E}.
$$

So, with drift energy neglected, $\tau_E$ sets the initial cooling rate for any such loss law. When drift energy is counted, the dying drift at first releases energy at the rate $mv^2/\tau_m=eFv$. This just balances the loss, so the temperature curve starts flat. The drift releases $\frac12mv^2=eFv\,\tau_m/2$ in all, which makes the later cooling run behind by about $\tau_m/2$. A small disturbance under constant input power behaves differently. Put $T=T_e+\delta$ and expand $P$ to first order in $\delta$:

$$
\tfrac32k\,\frac{d\delta}{dt}=-P'(T_e)\,\delta,
\qquad \tau_{\rm small}=\frac{\frac32k}{P'(T_e)} .
$$

This depends on the slope of $P$, which a single steady measurement does not supply. The two times agree if $P$ is proportional to $T-T_L$.

An illustrative law shows how far they can differ. Suppose the loss is activated by an optical phonon of energy 92 meV, so that $\theta=92\ \text{meV}/k=1068$ K and

$$
P(T)=A\left(e^{-\theta/T}-e^{-\theta/T_L}\right).
$$

The steady balance requires $A=2.69\times10^{12}$ eV/s. Differentiation gives $P'(T)=A\,(\theta/T^2)\,e^{-\theta/T}$, and hence $\tau_{\rm small}=0.31$ ps, about twice $\tau_E$. Yet after switch-off, with drift energy neglected, the excess temperature in this model falls to $1/e$ of its initial value in 0.12 ps, which is shorter than $\tau_E$.

Both results follow from the shape of $P$. During cooling the excess decays at each moment with the time $\tau(T)=\frac32k(T-T_L)/P(T)$. At 2000 K this is 0.1465 ps. When the excess has fallen to $1/e$, at 925 K, the law gives $P=7.7\times10^{11}$ eV/s and $\tau=0.105$ ps. The time to reach $1/e$ is an average over such values. The slope at 2000 K is small because the exponential is already levelling off there, and this makes small disturbances slow.

## Band shape, upper valleys and degeneracy

Rough parameters typical of gallium nitride serve to size the remaining assumptions: the mass and phonon energy above, a gap of 3.4 eV, and an electron density $n=10^{17}$ cm$^{-3}$.

**Band shape.** At high energy the band flattens, which a common model describes by $w(1+\alpha w)=p^2/2m$. A two-band estimate is $\alpha=(1-m/m_0)^2/(3.4\ \text{eV})=0.19$ eV$^{-1}$. The density of states becomes proportional to

$$
\sqrt{w(1+\alpha w)}\,(1+2\alpha w)\approx\sqrt w\left(1+\tfrac52\alpha w\right).
$$

With the old weight $\sqrt x\,e^{-x}$ the averages are $\langle x\rangle=\frac32$ and $\langle x^2\rangle=\frac{15}4$. To first order in $a=\alpha kT$,

$$
\frac{\langle w\rangle}{kT}\approx
\frac{\frac32+\frac52a\cdot\frac{15}4}{1+\frac52a\cdot\frac32}
\approx\frac32+\frac52a\left(\frac{15}4-\frac94\right)
=\frac32\left(1+\frac52a\right).
$$

At 2000 K the bracket exceeds one by about 8%. Integration with the full density of states gives $\tau_E=0.159$ ps.

**Upper valleys.** Take six valleys 1.3 eV higher, with mass $0.4\,m_0$, and let their electrons share the temperature $T_e$. Since the density of states scales as mass to the power $3/2$, their population relative to the lowest valley is

$$
6\left(\frac{0.4}{0.2}\right)^{3/2}e^{-1.3\ \text{eV}/kT_e}=0.009 .
$$

Fewer than 1% of the electrons are there, but each stores an extra 1.3 eV. The mean energy rises by about 0.012 eV and the inferred time becomes 0.154 ps. This shift depends exponentially on the valley separation, which is not well settled for gallium nitride. At 0.9 eV about 8% of the electrons would be in the upper valleys and the time would be 0.197 ps, while at 2 eV the shift vanishes. The estimate also assumes a thermal high-energy tail. In the collision model simulated above, 2.7% of the electrons lie above 1.3 eV, against 0.17% for a thermal distribution at 2000 K.

**Degeneracy.** For weak filling the Fermi function is $ze^{-x}-z^2e^{-2x}$, with $z$ the Boltzmann factor of the chemical potential. Integration makes the density proportional to $z-z^2/2^{3/2}$ and the energy to $\frac32kT(z-z^2/2^{5/2})$. Their ratio is

$$
\langle w\rangle\approx\tfrac32kT\left(1+\frac{z}{2^{5/2}}\right),
\qquad z\approx\frac n{N_c},
$$

where $N_c$ is the effective density of states, $2.2\times10^{18}$ cm$^{-3}$ at 300 K. The correction there is 0.8%, and $\tau_E$ hardly moves. At $10^{19}$ cm$^{-3}$ the full Fermi–Dirac calculation gives 0.135 ps for the same four data. The time falls because exclusion raises the energy of the cold reference state more than that of the hot one.

Adding the shifts from drift energy, band shape, upper valleys and degeneracy at $10^{17}$ cm$^{-3}$ gives $+0.029$ ps, or 0.175 ps in all. The shifts were calculated separately, so their sum is an estimate. It is as large as the effect of the 10% data errors, but it is a systematic shift towards longer times, not a random error. The sound answer is "near 0.15 ps", with an uncertainty of a few hundredths of a picosecond from the data. For a material with these band parameters the likelier value is 0.17 to 0.18 ps, and upper valleys as low as 0.9 eV would raise it to about 0.22 ps.

## Beside real gallium nitride

The drift velocity is of the right order for this material, but $T_e=2000$ K is a given number here, not a prediction. Whether electrons at $10^{17}$ cm$^{-3}$ would reach it at 100 kV/cm depends on phonon scattering rates that the balance does not contain. The standard unscreened polar-optical rate, with the mass and phonon energy above and rough dielectric constants of 5.35 and 8.9, removes about $4.8\times10^{12}$ eV/s from a thermal electron gas at 2000 K, three times $eFv$. It would balance the given power near 630 K, and at 2000 K it corresponds to $\tau_E\approx0.05$ ps. The 0.15 ps found here is therefore the answer for the given data, not a value for bulk gallium nitride. Many gallium nitride transistors also break the assumption of three dimensions, because their electrons lie in a thin channel. If only one subband were occupied and the electrons were nondegenerate, the same data would give 0.098 ps, a third less. At 2000 K this is seldom realistic, because $kT_e=0.17$ eV is comparable with typical spacings of the lowest subbands. Higher subbands then fill, and their energies add to the excess energy. This can bring the time back to the three-dimensional value or above it.

The lattice may not stay at 300 K either. The heat released is $2.4\times10^{10}$ W/cm$^3$. With a rough heat capacity of 3 J/(cm$^3$ K) and no heat removal, the lattice warms by 10 K in about 1.2 ns. The stated lattice temperature therefore suits a short pulse or very effective cooling.

Optical phonons can be hotter than the rest of the lattice. If each lives for roughly 1 ps, every electron maintains $1.5\ \text{eV}/0.092\ \text{eV}\approx16$ extra phonons. Suppose that all modes up to a wave number $q$ share them evenly; there are $q^3/6\pi^2$ such modes per unit volume. With $q$ between one and two times the wave number of an electron with energy $\frac32kT_e$, which is 1.2 nm$^{-1}$, the phonon temperature is then between about 430 and 320 K. Measured from 430 K instead of 300 K, the relaxation time would be 8% shorter. Even sharing is a simplification: the polar coupling in gallium nitride favours small wave numbers, so some modes become much hotter than this. With unscreened polar coupling resolved by wave number, at the same power and lifetime, the hottest modes reach about 900 K and the coupling-weighted phonon temperature is about 510 K; measured from there the time would be 12% shorter. A single phonon temperature is only a rough description. The extra phonon number grows in proportion to electron density at fixed power per electron, so this effect can become large in dense channels. The inferred $\tau_E$ then includes the delay in phonon decay. Even without that delay it is not the time of one electron–phonon collision, because the excess energy of 0.22 eV is more than two phonons of 92 meV can carry away.

Breakdown and tunnelling do not disturb the balance at this field. It is 3% of a rough breakdown field of 3.3 MV/cm. In a thermal distribution at 2000 K with a parabolic band, a fraction of about $10^{-8}$ of the electrons has more energy than the gap. The flattened band, the upper valleys and the drift raise this to about $10^{-6}$, which is still negligible for the energy balance. These fractions assume a thermal tail, which $T_e$ alone does not guarantee: the collision model simulated above, whose rates do not grow with energy, puts about $10^{-3}$ of its electrons above the gap energy. The firmer argument is the small ratio of field to breakdown field. The exponent that suppresses tunnelling across the gap, estimated with the electron mass and a triangular barrier, is about 1900. A two-band barrier lowers it to about 1100, which still rules tunnelling out. The numerical output below lists the values used.

## Table of computed values

```
Electron temperature: 2000 K
Lattice temperature: 300 K
Field: 100 kV/cm
Drift velocity: 1.5e+07 cm/s
Boltzmann constant: 8.61733e-05 eV/K
Excess thermal energy: 0.2197 eV
Power gained per electron: 1.5e+12 eV/s
RESULT tau_E: 0.1465 ps
RESULT tau_E: 1.465e-13 s
tau_E if electrons were 2D: 0.09766 ps
Energy relaxation length: 21.97 nm
MC input energy time: 0.15 ps
MC input elastic time: 0.02 ps
MC drift velocity: 1.55e+07 cm/s
MC electron temperature: 1998 K
MC inferred, thermal energy only: 0.1416 ps
MC inferred, with drift energy: 0.1504 ps
Effective mass: 0.2 m0
Momentum relaxation time: 17.06 fs
Drift energy: 0.01279 eV
tau_E with drift energy: 0.155 ps
Sensitivity to Te: 1.176 % per %
Spread for 10 % errors in Te, F, v: 18.4 %
Phonon energy: 92 meV
Loss law theta: 1068 K
Loss law amplitude A: 2.689e+12 eV/s
Small-disturbance time, loss law: 0.3072 ps
1/e cooling time after switch-off: 0.1206 ps
Band gap: 3.4 eV
Nonparabolicity alpha: 0.188 1/eV
tau_E nonparabolic: 0.1593 ps
Density: 1e+17 cm^-3
Nc at lattice temperature: 2.24e+18 cm^-3
tau_E Fermi-Dirac: 0.1464 ps
Higher density: 1e+19 cm^-3
tau_E Fermi-Dirac, higher density: 0.1355 ps
Upper valley energy: 1.3 eV
Upper valley number: 6
Upper valley mass: 0.4 m0
Upper valley fraction: 0.89 %
tau_E with upper valleys: 0.1542 ps
Sum of four shifts at 1e17 cm^-3: 0.029 ps
tau_E with summed shifts: 0.175 ps
Phonon lifetime, rough: 1 ps
Thermal wave number k: 1.165 1/nm
Phonon temperature, modes to 2k: 320 K
Phonon temperature, modes to k: 429 K
Heat capacity, rough: 3 J/(cm^3 K)
Heat density: 2.4e+10 W/cm^3
Time for 10 K lattice heating: 1.25 ns
Breakdown field, rough: 3.3 MV/cm
Field over breakdown field: 0.030
Electron fraction above gap energy: 1.4e-08
Tunnelling exponent: 1915
```
